# Friction and the hop rate of an adatom over a parabolic saddle: verification in Python

```python
"""Friction correction to the transition-state hop rate of an adatom.

Result under test: escape rate = kappa * (transition-state rate), with
    kappa = [sqrt(g^2/4 + w^2) - g/2] / w
g = friction rate, w = angular frequency of the inverted parabola at the saddle.
It needs a high barrier and an energy loss per well crossing well above kT.
Reduced units in the tests: w = 1, kT/m = 1 for the linear saddle problem;
barrier_kt = barrier height divided by kT for the cosine potential.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy import sparse
from scipy.integrate import quad
from scipy.linalg import expm, solve_continuous_lyapunov
from scipy.optimize import brentq
from scipy.sparse.linalg import splu
from scipy.special import expit, i0, ndtr


def kappa_formula(g, w=1.0):
    return (np.sqrt(g * g / 4 + w * w) - g / 2) / w


def reactive_flux(drift, noise, start_cov, time):
    """Flux-weighted chance of being on the product side at a given time.

    The state starts at q = 0 with a thermal velocity; all motion is linear,
    so q(time) is Gaussian and its mean and variance are propagated exactly.
    """
    x = solve_continuous_lyapunov(drift, noise)
    prop = expm(drift * time)
    cov = prop @ (x + start_cov) @ prop.T - x
    slope = prop[0, 1] / np.sqrt(cov[0, 0])
    return quad(lambda v: v * np.exp(-v * v / 2) * ndtr(slope * v),
                -10, 10, points=[0], limit=200)[0]


def white_flux(g, time):
    drift = np.array([[0.0, 1.0], [1.0, -g]])
    return reactive_flux(drift, np.diag([0.0, 2 * g]), np.zeros((2, 2)), time)


# --- Saddle dynamics: plateau of the reactive flux against the formula
for g in (0.1, 0.3, 1.0, 3.0, 8.0):
    plateau = white_flux(g, 16 / kappa_formula(g))
    assert abs(plateau - kappa_formula(g)) < 1e-6
assert abs(white_flux(0.01, 16.0) - (1 - 0.01 / 2)) < 1e-4
assert abs(white_flux(50.0, 16 * 50.0) * 50.0 - 1) < 1e-3

# --- Steady density solves the Klein-Kramers equation at the saddle
q, v, lam, gam = sp.symbols("q v lam gam", positive=True)
w_sq = lam * (lam + gam)
equilibrium = sp.exp(-(v**2 - w_sq * q**2) / 2)
arg = (v - (lam + gam) * q) / sp.sqrt(gam / lam)
density = equilibrium * (1 + sp.erf(arg / sp.sqrt(2))) / 2
stream = -v * sp.diff(density, q)
force = -w_sq * q * sp.diff(density, v)
bath = gam * sp.diff(v * density + sp.diff(density, v), v)
terms = sp.lambdify((q, v, lam, gam), (stream, force, bath), "mpmath")
for point in ((0.3, 0.8, 0.7, 0.5), (-0.6, 0.4, 1.2, 2.0), (0.9, -1.1, 0.4, 1.5)):
    parts = [float(t) for t in terms(*point)]
    assert abs(sum(parts)) < 1e-11 * max(abs(p) for p in parts)

# --- Its flux is the same through every position and equals kappa
for g in (0.3, 2.0):
    root = kappa_formula(g)
    for pos in (-0.7, 0.0, 1.1):
        flux = quad(lambda vel: vel * np.exp(-(vel**2 - pos**2) / 2)
                    * ndtr((vel - (root + g) * pos) / np.sqrt(g / root)),
                    -12, 12, limit=200)[0]
        assert abs(flux - root) < 1e-7

# --- Uniform friction in three dimensions leaves the growth rate unchanged
rotation = np.linalg.qr(np.array([[1.0, 2, 0], [0.5, -1, 1], [2, 0.3, 1]]))[0]
hessian = rotation @ np.diag([-1.0, 1.7, 4.0]) @ rotation.T
full = np.block([[np.zeros((3, 3)), np.eye(3)], [-hessian, -0.8 * np.eye(3)]])
growing = [z for z in np.linalg.eigvals(full) if z.real > 0]
assert len(growing) == 1 and abs(growing[0] - kappa_formula(0.8)) < 1e-10


# --- Friction with exponential memory of duration tau
def kappa_memory(g, tau):
    return brentq(lambda r: r * r + r * g / (1 + r * tau) - 1, 1e-9, 1.0)


def memory_flux(g, tau):
    drift = np.array([[0, 1, 0], [1, 0, 1], [0, -g / tau, -1 / tau]], float)
    return reactive_flux(drift, np.diag([0, 0, 2 * g / tau**2]),
                         np.diag([0, 0, g / tau]), 16 / kappa_memory(g, tau))


for g, tau in ((0.3, 0.33), (0.3, 1.7), (2.0, 0.5)):
    assert abs(memory_flux(g, tau) - kappa_memory(g, tau)) < 1e-6


# --- Full Klein-Kramers equation, V/kT = (barrier_kt/2)(1 - cos theta)
PHASES = (np.arange(4) + 0.5) * np.pi / 4


def jump_rates(barrier_kt, g, n_fourier, n_hermite):
    """Total escape rate and rates of jumps over 1, 2, 3 sites (unit w).

    The slowest decay rate at Bloch phase p is sum_n rate_n (1 - cos n p);
    averages over p separate the jump lengths.
    """
    speed = np.sqrt(2 / barrier_kt)
    modes = np.arange(-n_fourier, n_fourier + 1)
    size = len(modes)
    up = sparse.eye(size, k=-1)
    slope = (barrier_kt / 4) * (up - up.T) / 2j
    lower = sparse.diags([np.sqrt(np.arange(1.0, n_hermite))], [1])
    damping = sparse.kron(sparse.diags([np.arange(float(n_hermite))], [0]),
                          sparse.eye(size))
    decay = []
    for phase in PHASES:
        grad = sparse.diags([1j * (modes + phase / (2 * np.pi))], [0])
        matrix = (g * damping + sparse.kron(lower, speed * (grad - slope))
                  + sparse.kron(lower.T, speed * (grad + slope)))
        solver = splu(sparse.csc_matrix(matrix))
        vec = np.ones(size * n_hermite, complex)
        for _ in range(10):
            vec = vec / np.linalg.norm(vec)
            new = solver.solve(vec)
            inverse = np.vdot(vec, new)
            vec = new
        decay.append((1 / inverse).real)
    decay = np.array(decay)
    by_length = [-2 * np.mean(decay * np.cos(n * PHASES)) for n in (1, 2, 3)]
    return np.mean(decay), np.array(by_length)


def tst_rate(barrier_kt):
    """Exact classical one-way flux over one barrier per well (unit w)."""
    cell = quad(lambda th: np.exp(-barrier_kt / 2 * (1 - np.cos(th))),
                -np.pi, np.pi)[0]
    return np.sqrt(2 / barrier_kt) / np.sqrt(2 * np.pi) * np.exp(-barrier_kt) / cell


SQUARES = np.array([1, 4, 9])
strong = jump_rates(8.0, 20.0, 16, 30)[1]
diff_strong = 0.5 * np.sum(SQUARES * strong)
diff_exact = (2 / 8.0) / (4 * np.pi**2 * 20.0) / i0(4.0) ** 2
assert abs(diff_strong / diff_exact - 1) < 0.01   # left over: order (w/g)^2

height_errors = {}
for g in (1.0, 3.0):
    for height in (8.0, 16.0):
        total = jump_rates(height, g, 18, 44)[0]
        height_errors[g, height] = (total / (2 * tst_rate(height))
                                    / kappa_formula(g) - 1)
    assert abs(height_errors[g, 16.0]) < 0.03
    assert abs(height_errors[g, 16.0]) < 0.7 * abs(height_errors[g, 8.0])

# --- Worked example: Si adatom along a dimer row of Si(001), rough inputs
barrier_ev, hop_nm, temp, friction_ps = 0.60, 0.384, 800.0, 5.0
mass_u = 28.0855
mass = mass_u * const.atomic_mass
barrier = barrier_ev * const.e
hop = hop_nm * 1e-9
kt = const.k * temp
height = barrier / kt
w = 2 * np.pi / hop * np.sqrt(barrier / (2 * mass))


def potential(x):
    return barrier / 2 * (1 - np.cos(2 * np.pi * x / hop))


step = hop * 1e-3
curvature = (potential(hop / 2 + step) - 2 * potential(hop / 2)
             + potential(hop / 2 - step)) / step**2
assert abs(np.sqrt(-curvature / mass) / w - 1) < 1e-4

w_ps = w * 1e-12
ratio = friction_ps / w_ps
kappa = kappa_formula(ratio)
k_harm = w / (2 * np.pi) * np.exp(-height)
k_flux = w * tst_rate(height)
assert abs(k_flux / k_harm - 1) < 0.5 / height
k_corr = kappa * k_harm
diff_cm2 = hop**2 * k_corr * 1e4

action = quad(lambda x: np.sqrt(2 * mass * max(barrier - potential(x), 0.0) / barrier),
              -hop / 2, hop / 2)[0] * np.sqrt(barrier)
loss_kt = friction_ps * 1e12 * action / kt
assert abs(loss_kt / (4 * ratio * height) - 1) < 1e-5

coarse = jump_rates(height, ratio, 16, 60)[0]
total, lengths = jump_rates(height, ratio, 22, 90)
basis_shift = total / coarse - 1
kappa_num = total * w / (2 * k_flux)
assert abs(basis_shift) < 0.005
assert abs(kappa_num / kappa - 1) < 0.10
diff_num = 0.5 * np.sum(SQUARES * lengths) * w * hop**2 * 1e4

weak_ps = 0.8
weak_ratio = weak_ps / w_ps
weak_coarse = jump_rates(height, weak_ratio, 16, 100)[0]
weak_total = jump_rates(height, weak_ratio, 22, 150)[0]
weak_shift = weak_total / weak_coarse - 1
weak_num = weak_total * w / (2 * k_flux)
assert abs(weak_shift) < 0.02
assert weak_num < 0.75 * kappa_formula(weak_ratio)

# Tunnelling and zero-point motion without friction, from their definitions
quantum = const.hbar * w / kt
over_top = quad(lambda e: np.exp(-e) * expit(2 * np.pi * e / quantum),
                -6, 40, points=[0], limit=400)[0]
levels = np.arange(4000)
well_sum = quantum * np.sum(np.exp(-(levels + 0.5) * quantum))
quantum_factor = over_top / well_sum
closed = np.sinh(quantum / 2) / np.sin(quantum / 2)
assert abs(quantum_factor / closed - 1) < 1e-6

print(f"barrier {barrier_ev:.2f} eV, hop length {hop_nm:.3f} nm, T {temp:.0f} K")
print(f"adatom mass {mass_u:.4f} u, friction rate g {friction_ps:.1f} ps^-1")
print(f"thermal energy kT: {kt / const.e:.5f} eV")
print(f"barrier / kT: {height:.3f}")
print(f"barrier angular frequency w: {w_ps:.3f} ps^-1")
print(f"g / w: {ratio:.4f}")
print(f"growth rate lambda: {kappa * w_ps:.3f} ps^-1")
print(f"kappa from formula: {kappa:.4f}")
for t_ps in (0.02, 0.05, 0.10, 0.30):
    print(f"reactive flux factor at {t_ps:.2f} ps: {white_flux(ratio, t_ps * w_ps):.4f}")
print(f"harmonic TST rate, one direction: {k_harm:.4e} s^-1")
print(f"corrected rate, one direction: {k_corr:.4e} s^-1")
print(f"corrected rate, both directions: {2 * k_corr:.4e} s^-1")
print(f"diffusion coefficient a^2 kappa k_TST: {diff_cm2:.4e} cm^2/s")
print(f"equivalent barrier increase: {-kt / const.e * np.log(kappa) * 1e3:.2f} meV")
for g_ps in (10.0, 20.0, 50.0):
    print(f"kappa for g = {g_ps:.0f} ps^-1: {kappa_formula(g_ps / w_ps):.4f}")
print("-- sizes of neglected effects --")
print(f"exact classical TST flux / harmonic TST: {k_flux / k_harm:.4f}")
print(f"energy lost per well crossing / kT: {loss_kt:.2f}")
print(f"kappa from full Klein-Kramers solution: {kappa_num:.4f}")
print(f"full solution / formula - 1: {100 * (kappa_num / kappa - 1):.2f} %")
print(f"basis shift of full solution: {100 * basis_shift:.5f} %")
print(f"share of jumps longer than one site: {100 * (1 - lengths[0] / total):.2f} %")
print(f"diffusion coefficient, full solution: {diff_num:.4e} cm^2/s")
for tau_ps in (0.02, 0.10):
    print(f"kappa with friction memory {tau_ps:.2f} ps: "
          f"{kappa_memory(ratio, tau_ps * w_ps):.4f}")
print(f"hbar w / kT: {quantum:.4f}")
print(f"quantum factor on rate (no friction): {quantum_factor:.5f}")
print(f"-- weak friction, g = {weak_ps:.1f} ps^-1 --")
print(f"energy lost per well crossing / kT: {4 * weak_ratio * height:.2f}")
print(f"kappa from formula: {kappa_formula(weak_ratio):.4f}")
print(f"kappa from full solution: {weak_num:.4f}")
print(f"basis shift: {100 * weak_shift:.4f} %")
print("-- error of formula against full solution, cosine potential --")
for (g, b), err in height_errors.items():
    print(f"g/w = {g:.0f}, barrier/kT = {b:.0f}: full/formula - 1 = {100 * err:.2f} %")
print("all good")
```

Printed output:

```
barrier 0.60 eV, hop length 0.384 nm, T 800 K
adatom mass 28.0855 u, friction rate g 5.0 ps^-1
thermal energy kT: 0.06894 eV
barrier / kT: 8.703
barrier angular frequency w: 16.611 ps^-1
g / w: 0.3010
growth rate lambda: 14.298 ps^-1
kappa from formula: 0.8608
reactive flux factor at 0.02 ps: 0.9679
reactive flux factor at 0.05 ps: 0.9277
reactive flux factor at 0.10 ps: 0.8864
reactive flux factor at 0.30 ps: 0.8609
harmonic TST rate, one direction: 4.3892e+08 s^-1
corrected rate, one direction: 3.7780e+08 s^-1
corrected rate, both directions: 7.5561e+08 s^-1
diffusion coefficient a^2 kappa k_TST: 5.5710e-07 cm^2/s
equivalent barrier increase: 10.34 meV
kappa for g = 10 ps^-1: 0.7433
kappa for g = 20 ps^-1: 0.5652
kappa for g = 50 ps^-1: 0.3019
-- sizes of neglected effects --
exact classical TST flux / harmonic TST: 0.9671
energy lost per well crossing / kT: 10.48
kappa from full Klein-Kramers solution: 0.8360
full solution / formula - 1: -2.88 %
basis shift of full solution: -0.00000 %
share of jumps longer than one site: 2.40 %
diffusion coefficient, full solution: 5.6263e-07 cm^2/s
kappa with friction memory 0.02 ps: 0.8906
kappa with friction memory 0.10 ps: 0.9431
hbar w / kT: 0.1586
quantum factor on rate (no friction): 1.00210
-- weak friction, g = 0.8 ps^-1 --
energy lost per well crossing / kT: 1.68
kappa from formula: 0.9762
kappa from full solution: 0.5218
basis shift: -0.0882 %
-- error of formula against full solution, cosine potential --
g/w = 1, barrier/kT = 8: full/formula - 1 = -0.65 %
g/w = 1, barrier/kT = 16: full/formula - 1 = -0.33 %
g/w = 3, barrier/kT = 8: full/formula - 1 = -2.48 %
g/w = 3, barrier/kT = 16: full/formula - 1 = -1.16 %
all good
```
